# Maximum oxygen-limited thinning of copper under a thin water film: a program that tests the result

```python
"""Copper thinning under a thin water film, limited by oxygen diffusion.

Result under test: v = 2 * Omega * D * c / d
  v      steady thinning rate of copper dissolving as Cu(2+)
  Omega  volume per copper atom
  D, c   diffusion coefficient and saturated number density of oxygen
  d      film thickness
Lengths are in nm and times in s; molar concentrations are in mol/m3.
Also tested: start-up loss, series resistances, and the rise in oxygen
uptake when monovalent copper is oxidized inside the film.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.optimize import brentq

# Rough typical inputs
temperature = 298.15            # K
film = 1.0e4                    # nm
D = 2.0e9                       # nm2/s, oxygen in water
henry = 1.3 / 760.0             # mol/(m3 Torr), oxygen in water
vapour = 24.0                   # Torr
oxygen_fraction = 0.21
lattice = 3.61                  # angstrom, fcc copper
density = 8.96e3                # kg/m3, used only as a check
molar_mass = 63.546e-3          # kg/mol, used only as a check

per_nm3 = const.N_A * 1e-27     # converts mol/m3 to particles/nm3
p_oxygen = oxygen_fraction * (760.0 - vapour)
c_molar = henry * p_oxygen
c = c_molar * per_nm3
omega = (lattice / 10.0)**3 / 4.0
omega_density = molar_mass / density / const.N_A * 1e27
assert abs(omega / omega_density - 1) < 0.01


def copper_per_oxygen(valence):
    """Balance Cu, O, H and charge; columns: Cu, O2, H2O, Cu ion, OH-."""
    balance = sp.Matrix([[1, 0, 0, 1, 0],
                         [0, 2, 1, 0, 1],
                         [0, 0, 2, 0, 1],
                         [0, 0, 0, valence, -1]])
    vectors = balance.nullspace()
    assert len(vectors) == 1
    return int(vectors[0][0] / vectors[0][1])


ratio = copper_per_oxygen(2)
ratio_monovalent = copper_per_oxygen(1)
assert ratio == 2 and ratio_monovalent == 4

flux = D * c / film
rate = 2 * omega * flux
current = 4 * const.e * flux * 1e18 * 0.1      # mA/cm2
relaxation = film**2 / (np.pi**2 * D)
startup_loss = 2 * omega * c * film / 3

# Time-dependent finite volumes, starting from a saturated film
cells = 100
h = film / cells
A = np.diag(np.full(cells, -2.0))
A += np.diag(np.ones(cells - 1), 1) + np.diag(np.ones(cells - 1), -1)
A[0, 0] = A[-1, -1] = -3.0      # half-cell distance to each fixed face
A *= D / h**2
source = np.zeros(cells)
source[-1] = 2 * D * c / h**2
slowest = -1 / np.max(np.linalg.eigvalsh(A))
assert abs(slowest / relaxation - 1) < 1e-3

dt = 0.01 * film**2 / D
advance = np.linalg.inv(np.eye(cells) - dt * A)
profile = np.full(cells, c)
uptake = 0.0
steps = 300
for _ in range(steps):
    profile = advance @ (profile + dt * source)
    wall_flux = 2 * D * profile[0] / h
    uptake += wall_flux * dt
assert abs(ratio * omega * wall_flux / rate - 1) < 1e-6
numerical_loss = ratio * omega * uptake - rate * steps * dt
assert abs(numerical_loss / startup_loss - 1) < 2e-3

# Finite surface rate and still air layer, solved as two joined layers
k_surface = 1.0e5               # nm/s, round trial value
air_layer = 5.0e6               # nm, rough
D_air = 2.0e13                  # nm2/s, rough
gas_molar = p_oxygen * const.torr / (const.R * temperature)
H = c_molar / gas_molar
film_resistance = film / D
air_resistance = H * air_layer / D_air
surface_resistance = 1 / k_surface


def layers(s, y):
    return np.vstack([y[1], np.zeros_like(s), y[3], np.zeros_like(s)])


def layer_faces(a, b):
    return np.array([a[1] - k_surface * film / D * a[0],
                     b[0] - H * a[2],
                     D / film * b[1] - D_air / air_layer * a[3],
                     b[2] - gas_molar])


mesh = np.linspace(0, 1, 11)
guess = np.vstack([c_molar * mesh, np.full(11, c_molar),
                   np.full(11, gas_molar), np.zeros(11)])
joined = solve_bvp(layers, layer_faces, mesh, guess, tol=1e-8)
assert joined.success
joined_flux = D / film * joined.y[1, 0]
series_flux = c_molar / (surface_resistance + film_resistance
                         + air_resistance)
assert abs(joined_flux / series_flux - 1) < 1e-5
assert joined_flux < D * c_molar / film
surface_factor = film_resistance / (film_resistance + surface_resistance)

# Monovalent copper oxidized in the film; u and v are scaled densities
mono_molar = 1.0                # mol/m3 at the metal, round trial value
D_mono = 1.0e9                  # nm2/s, rough
r = D_mono * mono_molar / (4 * D * c_molar)
mesh = np.linspace(0, 1, 201)
guess = np.vstack([mesh, np.ones_like(mesh),
                   r * (1 - mesh), np.full_like(mesh, -r)])
uptakes = []
for speed in (1.0, 10.0, 100.0, 1e3, 1e4):
    def reaction(x, y, speed=speed):
        sink = speed * y[0] * y[2]
        return np.vstack([y[1], sink, y[3], sink])

    def faces(a, b):
        return np.array([a[0], a[2] - r, b[0] - 1, b[3]])

    shuttle = solve_bvp(reaction, faces, mesh, guess,
                        tol=1e-5, max_nodes=20000)
    assert shuttle.success
    uptakes.append(shuttle.y[1, -1])
    mesh, guess = shuttle.x, shuttle.y
assert uptakes[0] > 1
assert np.all(np.diff(uptakes) > -1e-4)
assert max(uptakes) < 1 + r + 1e-3
assert abs(uptakes[-1] - (1 + r)) < 1e-3

# Copper hydroxide solubility, including the ions of water (mol/L)
K_solid = 1e-20                 # (mol/L)^3, rough
K_water = 1e-14                 # (mol/L)^2
hydroxide = brentq(lambda q: q - K_water / q - 2 * K_solid / q**2,
                   1e-8, 1e-5, xtol=1e-18)
soluble = K_solid / hydroxide**2 * 1000
simple_soluble = (K_solid / 4)**(1 / 3) * 1000
assert abs(simple_soluble / soluble - 1) < 0.15
loading = 2 * flux / film / per_nm3
saturation_time = soluble / loading

# Warming by 10 K at fixed oxygen pressure, with rough energies
E_diffusion = 0.19              # eV, activation energy
E_solution = -0.14              # eV, enthalpy of solution
k_eV = const.k / const.e
inverse_change = 1 / temperature - 1 / (temperature + 10)
D_factor = np.exp(E_diffusion / k_eV * inverse_change)
c_factor = np.exp(E_solution / k_eV * inverse_change)

print(f"Temperature: {temperature:.2f} K")
print(f"Film thickness: {film:.0f} nm")
print(f"Oxygen diffusion coefficient: {D:.2e} nm2/s")
print(f"Henry constant: {henry:.3e} mol/(m3 Torr)")
print(f"Oxygen fraction of dry air: {oxygen_fraction:.2f}")
print(f"Water vapour pressure: {vapour:.0f} Torr")
print(f"Oxygen partial pressure: {p_oxygen:.1f} Torr")
print(f"Dissolved oxygen: {c_molar:.3f} mol/m3")
print(f"Oxygen number density: {c:.3e} nm^-3")
print(f"Copper lattice parameter: {lattice:.2f} angstrom")
print(f"Volume per copper atom: {omega:.5f} nm3")
print(f"Same volume from density: {omega_density:.5f} nm3")
print(f"Copper atoms per O2, divalent: {ratio}")
print(f"Copper atoms per O2, monovalent: {ratio_monovalent}")
print(f"Oxygen flux: {flux:.2f} nm^-2 s^-1")
print(f"Current density: {current:.2f} mA/cm2")
print(f"Thinning rate: {rate:.3f} nm/s")
print(f"Thinning rate, converted: {rate*const.year*1e-6:.1f} mm/year")
print(f"Time to lose 100 nm: {100/rate:.0f} s")
print(f"Slowest relaxation time: {relaxation*1e3:.2f} ms")
print(f"Extra start-up loss, formula: {startup_loss:.4f} nm")
print(f"Extra start-up loss, simulation: {numerical_loss:.4f} nm")
print(f"Still air layer: {air_layer:.1e} nm")
print(f"Oxygen diffusion coefficient in air: {D_air:.1e} nm2/s")
print(f"Liquid-to-gas oxygen ratio H: {H:.4f}")
print(f"Air/film resistance: {100*air_resistance/film_resistance:.2f} %")
print(f"Trial surface rate constant: {k_surface:.1e} nm/s")
print(f"Film transfer coefficient D/d: {D/film:.1e} nm/s")
print(f"Rate factor with trial surface constant: {surface_factor:.3f}")
print(f"Rate with trial surface constant: {rate*surface_factor:.3f} nm/s")
print(f"Trial monovalent copper at metal: {mono_molar:.1f} mol/m3")
print(f"Monovalent copper diffusion coefficient: {D_mono:.1e} nm2/s")
print(f"Shuttle factor, fast-reaction formula: {1+r:.3f}")
print(f"Shuttle factor, numerical fast case: {uptakes[-1]:.3f}")
print(f"Shuttle factor, numerical slow case: {uptakes[0]:.3f}")
print(f"Rate with fast shuttle: {rate*(1+r):.3f} nm/s")
print(f"Copper loading of film: {loading:.2f} mol/(m3 s)")
print(f"Hydroxide solubility product: {K_solid:.1e} (mol/L)^3")
print(f"Copper solubility from it: {soluble:.2e} mol/m3")
print(f"Film-average time to saturation: {saturation_time*1e6:.1f} us")
print(f"Diffusion activation energy: {E_diffusion:.2f} eV")
print(f"Oxygen solution enthalpy: {E_solution:.2f} eV")
print(f"Diffusion factor for 10 K warming: {D_factor:.3f}")
print(f"Solubility factor for 10 K warming: {c_factor:.3f}")
print(f"Rate factor for 10 K warming: {D_factor*c_factor:.3f}")
print("success")
```

Running it gives:

```
Temperature: 298.15 K
Film thickness: 10000 nm
Oxygen diffusion coefficient: 2.00e+09 nm2/s
Henry constant: 1.711e-03 mol/(m3 Torr)
Oxygen fraction of dry air: 0.21
Water vapour pressure: 24 Torr
Oxygen partial pressure: 154.6 Torr
Dissolved oxygen: 0.264 mol/m3
Oxygen number density: 1.592e-04 nm^-3
Copper lattice parameter: 3.61 angstrom
Volume per copper atom: 0.01176 nm3
Same volume from density: 0.01178 nm3
Copper atoms per O2, divalent: 2
Copper atoms per O2, monovalent: 4
Oxygen flux: 31.84 nm^-2 s^-1
Current density: 2.04 mA/cm2
Thinning rate: 0.749 nm/s
Thinning rate, converted: 23.6 mm/year
Time to lose 100 nm: 134 s
Slowest relaxation time: 5.07 ms
Extra start-up loss, formula: 0.0125 nm
Extra start-up loss, simulation: 0.0125 nm
Still air layer: 5.0e+06 nm
Oxygen diffusion coefficient in air: 2.0e+13 nm2/s
Liquid-to-gas oxygen ratio H: 0.0318
Air/film resistance: 0.16 %
Trial surface rate constant: 1.0e+05 nm/s
Film transfer coefficient D/d: 2.0e+05 nm/s
Rate factor with trial surface constant: 0.333
Rate with trial surface constant: 0.250 nm/s
Trial monovalent copper at metal: 1.0 mol/m3
Monovalent copper diffusion coefficient: 1.0e+09 nm2/s
Shuttle factor, fast-reaction formula: 1.473
Shuttle factor, numerical fast case: 1.473
Shuttle factor, numerical slow case: 1.120
Rate with fast shuttle: 1.103 nm/s
Copper loading of film: 10.58 mol/(m3 s)
Hydroxide solubility product: 1.0e-20 (mol/L)^3
Copper solubility from it: 1.24e-04 mol/m3
Film-average time to saturation: 11.7 us
Diffusion activation energy: 0.19 eV
Oxygen solution enthalpy: -0.14 eV
Diffusion factor for 10 K warming: 1.271
Solubility factor for 10 K warming: 0.838
Rate factor for 10 K warming: 1.065
success
```
